# Energy drift from reused densities and Niklasson's extended-Lagrangian Verlet propagation

## What time reversal allows

In Born-Oppenheimer dynamics the electrons should sit at the Hartree-Fock minimum $x^*$ belonging to the current nuclear positions. An SCF cycle stopped early leaves an error $e$ in the electronic variables $x$. If the nuclei stand still and each SCF starts from the last output, a convergent routine removes this error. A guess propagated symmetrically in time can also carry undamped oscillations left by its start; these are treated separately below. For slow nuclei the remaining, slowly varying error must be built from the motion of $x^*$. With time step $\delta t$, dimensions and linearity fix the form

$$e=C_1\,\delta t\,\dot x^*+C_2\,\delta t^2\,\ddot x^*+\dots ,$$

where $C_1$ and $C_2$ are dimensionless and depend on the SCF routine.

Under time reversal $\dot x^*$ changes sign and $\ddot x^*$ does not. A guess taken from the previous step distinguishes past from future, so $C_1$ may be present. For one variable and constant $C_1$ it gives a force proportional to velocity, which does work of one sign throughout the motion. A guess propagated symmetrically in time must have $C_1=0$. It remains to find the coefficients, and to see when the symmetric propagation is stable.

## One nuclear and one electronic variable

Take a nuclear coordinate $q$ of mass $M$ and the energy

$$E(q,x)=V(q)+\tfrac12k(x-aq)^2,\qquad k>0 .$$

The minimum is $x^*=aq$, and the Born-Oppenheimer potential is $V(q)$. Let the truncated SCF routine multiply the error of its input by a number $\gamma$:

$$x_{\rm out}-x^*=\gamma\,(x_{\rm in}-x^*).$$

The force is the derivative at fixed electronic variable,

$$F=-\frac{\partial E}{\partial q}\Big|_x=-V'(q)+ka(x-aq)=-V'(q)+ka\,e .$$

The energy error $\tfrac12ke^2$ is of second order, but the force error $ka\,e$ is of first order.

**Previous output as guess.** The input error at step $n$ is $x_{n-1}-x_n^*=e_{n-1}-(x_n^*-x_{n-1}^*)$. Hence

$$e_n=\gamma\,[e_{n-1}-\Delta],\qquad \Delta=x_n^*-x_{n-1}^*\simeq\delta t\,\dot x^* .$$

For $\gamma=\tfrac12$ and constant $\Delta$, starting from $e=0$, the errors are $-\tfrac12\Delta,-\tfrac34\Delta,-\tfrac78\Delta$, tending to $-\Delta$: the electrons lag. For $\gamma=-\tfrac12$ they are $\tfrac12\Delta,\tfrac14\Delta,\tfrac38\Delta$, tending to $\tfrac13\Delta$: the electrons run ahead. In general, for $|\gamma|<1$, setting $e_n=e_{n-1}=e$ gives $e(1-\gamma)=-\gamma\Delta$, so

$$e=-\frac{\gamma}{1-\gamma}\,\delta t\,a\dot q,\qquad
ka\,e=-c\,\dot q,\qquad c=ka^2\delta t\,\frac{\gamma}{1-\gamma}.$$

Multiplying $M\ddot q=-V'-c\dot q$ by $\dot q$ yields

$$\frac{d}{dt}\left(\tfrac12M\dot q^2+V\right)=-c\,\dot q^2 .$$

Positive $\gamma$ cools the nuclei and negative $\gamma$ heats them. The energy drift thus comes from a systematic force, present even without rounding noise.

**A reversible guess.** Introduce an auxiliary variable $p$, with a small mass $\mu$, tied harmonically to the electronic minimum:

$$L=\tfrac12M\dot q^2+\tfrac12\mu\dot p^2-V(q)-\tfrac12\mu\omega^2(x^*(q)-p)^2 .$$

Its Euler-Lagrange equations are

$$\ddot p=\omega^2(x^*-p),\qquad M\ddot q=-V'-\mu\omega^2(x^*-p)\frac{dx^*}{dq}.$$

As $\mu\to0$ at fixed $\omega$, the last term vanishes and the nuclei feel the Born-Oppenheimer force, while the equation for $p$ is unchanged. In practice $x^*$ is replaced by the SCF output $d$ obtained from the guess $p$. After this replacement the equations no longer follow exactly from $L$, which is why incomplete convergence needs its own analysis. Replacing $\ddot p$ by $(p_{n+1}-2p_n+p_{n-1})/\delta t^2$ gives

$$p_{n+1}=2p_n-p_{n-1}+\kappa(d_n-p_n),\qquad \kappa=(\omega\,\delta t)^2 .$$

With a fixed number of SCF steps, $d_n$ depends on $q_n$ and $p_n$ alone. Exchanging $p_{n+1}$ and $p_{n-1}$ leaves the equation unchanged, and the same holds for Verlet nuclei. The combined propagation is therefore reversible even though the SCF is incomplete.

Let $u_n=p_n-x_n^*$. Then $d_n-x_n^*=\gamma u_n$ and $d_n-p_n=-(1-\gamma)u_n$. Subtracting the second difference of $x^*$ from both sides of the propagation,

$$u_{n+1}-2u_n+u_{n-1}=-\kappa(1-\gamma)u_n-\delta t^2\ddot x^* .$$

For the slowly varying part of $u$ the left side is of higher order. This leaves

$$u=-\frac{\delta t^2\ddot x^*}{\kappa(1-\gamma)},\qquad
e=\gamma u=-\frac{\gamma}{1-\gamma}\,\frac{\delta t^2}{\kappa}\,a\ddot q .$$

The force error is now $-b\ddot q$ with $b=ka^2\gamma\,\delta t^2/[\kappa(1-\gamma)]$. Its power is $-b\dot q\ddot q=-\frac{d}{dt}(\tfrac12b\dot q^2)$. It shifts the effective mass to $M+b$ and does no net work over a cycle.

**Stability by hand.** Hold the nuclei fixed and write $s=\kappa(1-\gamma)$. Then

$$u_{n+1}=(2-s)u_n-u_{n-1}.$$

For $\gamma=-\tfrac12$ and $\kappa=2$, $s=3$ and $u_{n+1}=-u_n-u_{n-1}$. Starting with $1,0$, the sequence is $1,0,-1,1,0,-1,\dots$, which is bounded. For $\kappa=3$, $s=4.5$ and $u_{n+1}=-2.5u_n-u_{n-1}$. Starting with $1,-2$, it is $1,-2,4,-8,\dots$, which grows.

The trial form $u_n=z^n$ gives

$$z^2-(2-s)z+1=0,$$

whose roots have product one. For real $s$ the discriminant is $(2-s)^2-4=s(s-4)$.

- If $0<s<4$, the roots are $e^{\pm i\theta}$ with $\cos\theta=1-s/2$, and $u_n$ is bounded.
- If $s=0$ or $s=4$, there is a double root $\pm1$, and $u_n$ can grow linearly.
- If $s<0$ or $s>4$, the roots are real, distinct and reciprocal, so one exceeds one in magnitude.

For nonreal $s$, a root on the unit circle would make $2-s=z+1/z=2\cos\theta$ real, a contradiction. One root then lies outside the circle. The condition is therefore that $\gamma$ be real and

$$0<\kappa(1-\gamma)<4 .$$

## Hartree-Fock with many variables

Consider closed shells in a fixed orthonormal basis, so that there is no Pulay force. Let $P$ be the density matrix per spin, $h$ the one-electron matrix and $g(P)$ the linear Coulomb-exchange matrix. The energy and Fock matrix are

$$E=2\,{\rm Tr}\,hP+{\rm Tr}\,Pg(P),\qquad f=h+g(P).$$

Rotate the converged density $P_0$ to $e^XP_0e^{-X}$, with

$$X=\sum_{ai}x_{ai}(|a\rangle\langle i|-|i\rangle\langle a|),$$

where $i$ is occupied and $a$ is empty. The first-order change of density is

$$T=[X,P_0]=\sum_{ai}x_{ai}(|a\rangle\langle i|+|i\rangle\langle a|).$$

The second-order change is

$$\tfrac12[X,T]=\sum_{abi}x_{ai}x_{bi}|a\rangle\langle b|-\sum_{aij}x_{ai}x_{aj}|i\rangle\langle j| .$$

The linear energy term $2\,{\rm Tr}fT$ vanishes because $f$ does not mix occupied and empty orbitals at the minimum. The quadratic energy is

$$2\sum_{ai}(\varepsilon_a-\varepsilon_i)x_{ai}^2+{\rm Tr}\,Tg(T)=\tfrac12x^TKx,\qquad K=A+B .$$

Here $A$ is diagonal with entries $4(\varepsilon_a-\varepsilon_i)$, and $x^TBx=2\,{\rm Tr}\,Tg(T)$. Differentiating the latter gives $(Bx)_{ai}=4\langle a|g(T)|i\rangle$.

One undamped SCF step diagonalizes the Fock matrix changed by $g(T)$. First-order perturbation theory gives the output rotation

$$x_{ai}^{\rm out}=-\frac{\langle a|g(T)|i\rangle}{\varepsilon_a-\varepsilon_i}=-(A^{-1}Bx)_{ai}.$$

Its Jacobian is thus $J=-A^{-1}B=1-A^{-1}K$, and $m$ steps give $\Gamma=J^m$. Assume an orbital gap, so $A>0$, and a nondegenerate minimum, so $K>0$. Then

$$A^{1/2}JA^{-1/2}=1-A^{-1/2}KA^{-1/2}$$

is symmetric, so the eigenvalues $\lambda$ of $J$ are real and less than one. Those of $\Gamma$ are $\gamma=\lambda^m$.

**The drift law.** Let $R$ denote all nuclear coordinates. The force error is $-(\partial_R\partial_xE)e$. Differentiating $\partial_xE(R,x^*(R))=0$ gives $\partial_R\partial_xE=-(\partial_Rx^*)^TK$, with the row index belonging to $R$. The power of the force error is therefore $\dot x^{*T}Ke$. The lag recursion is the earlier one with $\gamma$ replaced by $\Gamma$. If all $|\gamma|<1$, to leading order

$$e=-\delta t\,\Gamma(1-\Gamma)^{-1}\dot x^*,\qquad
\frac{dE_{\rm tot}}{dt}=-\delta t\,\dot x^{*T}K\Gamma(1-\Gamma)^{-1}\dot x^* .$$

To read the sign, expand $\dot x^*=\sum_jc_jv_j$ in eigenvectors of $J$ normalized by $v_i^TAv_j=\delta_{ij}$. Since $K=A(1-J)$,

$$\frac{dE_{\rm tot}}{dt}=-\delta t\sum_jc_j^2\,(1-\lambda_j)\frac{\lambda_j^m}{1-\lambda_j^m}.$$

The factor $1-\lambda_j$ is positive. Modes with $\gamma_j>0$ cool and modes with $\gamma_j<0$ heat.

**The extended propagation.** In matrix form it is

$$P_{n+1}=2P_n-P_{n-1}+\kappa(D_n-P_n),\qquad D_n={\rm SCF}(P_n).$$

$P_n$ need not be idempotent, but $D_n$ is. To first order every output change is an occupied-virtual rotation, so enlarging the input space adds zero eigenvalues to $\Gamma$. Assume that this enlarged $\Gamma$ is diagonalizable; a defective zero eigenvalue could bring secular growth. Each eigenmode then obeys the scalar condition. If $\gamma_{\max}<1$, the stable interval at fixed nuclei is

$$0<\kappa<\frac{4}{1-\min(0,\gamma_{\min})}.$$

If all $\gamma$ lie in $(-1,1)$, the upper edge exceeds 2, so $\kappa=2$ is stable. If some $\lambda<-1$, plain SCF moves away from the minimum. An odd $m$ still leaves a finite interval, whereas an even $m$ gives $\gamma>1$ and no positive $\kappa$ works.

The slow error in $D$ is $-\Gamma(1-\Gamma)^{-1}\delta t^2\ddot D^*/\kappa$, where $D^*$ is the converged density and $\Gamma$ acts on symmetric matrices. When the coefficients vary with $R$, its work need not be a total derivative. Reversibility still excludes a systematic friction term, but it is not a proof of exact energy conservation.

## A four-site chain

Four electrons occupy a Hubbard chain with repulsion $U=0.1\,E_h$, so $g(P)$ is diagonal with entries $UP_{ss}$. The site energies are $0.03,-0.02,0.02,-0.03\,E_h$, and the off-diagonal elements between neighbours are $-0.1\,E_h$. A coordinate $q$, in bohr, adds $0.04q(1,-1,1,-1)\,E_h$ to the site energies and $0.02q(1,-1,1)\,E_h$ to the neighbour elements. It has mass $20000\,m_e$ and a bare spring of $0.3\,E_h/\text{bohr}^2$. These are model parameters.

Diagonalizing at $q=0.1$ bohr gives $\lambda=-0.534,-0.333,-0.093,0$. One SCF step should heat and two should cool. Verlet dynamics was started at $q=0.4$ bohr, practically at rest, from a converged density. It ran for 900 steps of 20 atomic time units (0.484 fs), about ten vibrations. The drift is the slope of a straight-line fit to the total energy. The predicted slope comes from integrating the drift law along the same trajectory. In units of $10^{-7}E_h$ per atomic time unit:

- $m=1$: found $6.20$, predicted $6.19$
- $m=2$: found $-4.89$, predicted $-4.90$
- $m=3$: found $2.05$, predicted $2.05$
- $m=4$: found $-1.21$, predicted $-1.21$

For $m=1$ the gain is $6.20\times10^{-7}\times18000=0.011\,E_h$, about 40% of the initial vibrational energy of $0.029\,E_h$, measured from the Born-Oppenheimer minimum at $q=-0.10$ bohr.

A second SCF step does not weaken the friction coefficient here. At $q=0.1$ bohr the coefficient is $-0.395$ for $m=1$ and $0.453$ for $m=2$, in atomic units. The mode sum explains this. For $m=1$ each mode enters with weight $\lambda$, and for $m=2$ with

$$(1-\lambda)\frac{\lambda^2}{1-\lambda^2}=\frac{\lambda^2}{1+\lambda}.$$

For $\lambda=-0.534$ the weights are $-0.534$ and $0.285/0.466=0.61$. Their ratio in magnitude, 1.15, agrees with $0.453/0.395$. The most negative mode dominates. The fitted drift is nevertheless smaller in magnitude for $m=2$, because it is the coefficient times the mean of $\dot q^2$, and the amplitude grows during the $m=1$ run and shrinks during the $m=2$ run.

The signs are not universal. With on-site repulsion alone $x^TBx=2U\sum_sT_{ss}^2\ge0$, so every $\lambda\le0$; the alternation with $m$ is a property of this model. In molecules exchange makes most $\lambda$ positive: for water in the 6-31G basis 39 of the 40 are positive and they span $-0.59$ to $+0.52$, while in STO-3G they span $-0.075$ to $+0.49$, so the negative end, and with it the edge in $\kappa$, depends strongly on the basis. With a neighbour repulsion of $0.02\,E_h$ and its exchange, the same chain has $\lambda$ from $-0.26$ to $+0.04$. One step then heats through some modes and cools through another.

The extended propagation was run with one diagonalization per step and $\kappa=2$, for 9000 steps. Its fitted slope is $3.1\times10^{-13}E_h$ per atomic time unit. Over the whole run this amounts to $6\times10^{-8}E_h$, far below the peak-to-peak energy oscillation of $3.0\times10^{-5}E_h$. No drift is resolved. Reversing the motion after 900 steps brings $q$ back to its start within $10^{-14}$ bohr; with the previous-density guess it misses by 0.19 bohr.

The size of the density error also follows the opening argument. Let $q$ follow a prescribed cosine of amplitude 0.3 bohr about 0.1 bohr, with 400 steps per cycle and $m=1$. The extended run, with $\kappa=2$, starts with the slow offset of $P$ from the converged density already included, so that it does not excite appreciable free oscillations. The Frobenius norm of the density error is $5.9\times10^{-4}$ for the previous-density guess at greatest speed. It is $4.2\times10^{-6}$ for the extended scheme at the turning point $q=-0.2$ bohr. If the electronic response were independent of $q$, the two laws would give the ratio $(2\pi/400)/\kappa=0.0079$; the numbers give 0.0071.

## Choosing $\kappa$

At $q=0.1$ bohr the upper edges are $4/1.534=2.61$ for $m=1$, $4$ for $m=2$ and $4/1.152=3.47$ for $m=3$. Nonlinear propagation at fixed $q$ was started from a disturbance of order $10^{-6}$ in $P$. At 0.98 of each edge the deviation stays below $4\times10^{-5}$ for 400 steps. At 1.02 of each edge it grows past 0.05.

Much of the amplification inside the interval already appears in a single eigenmode. For equal starting errors $u_{-1}=u_0$, the solution is

$$u_n=u_0\frac{\cos[(n+\frac12)\theta]}{\cos(\theta/2)},\qquad \cos^2\frac\theta2=1-\frac s4 .$$

The amplitude is $u_0/\sqrt{1-s/4}$, which is $7u_0$ at $s=3.92$. The eigenmodes of $\Gamma$ are not orthogonal in general, so the norm of the whole deviation can grow by a larger factor. Since $\Gamma$ also changes along a trajectory, which the frozen-nuclei analysis omits, an edge found at one geometry does not guarantee stability along the whole path. Keeping $\kappa$ below it by a margin is a precaution.

At $U=0.4\,E_h$, $\lambda_{\min}=-2.36$ and plain SCF does not converge: it leaves the closed-shell minimum and ends by alternating between two densities. (At this repulsion a spin-polarized solution has lower energy; the example keeps the shells closed.) The extended scheme with one step is stable below $\kappa=4/3.36=1.19$, but $\kappa=2$ gives $s=6.7$ and fails.

Undamped propagation also remembers noise. Let independent errors of standard deviation $\sigma$ enter $D$ at each step. A kick $\kappa\xi$ contributes $\kappa\xi\sin(j\theta)/\sin\theta$ after $j$ steps. Adding the variances, with $\sin^2(j\theta)$ averaging to one half, gives

$$u_{\rm rms}\simeq\frac{\kappa\sigma}{|\sin\theta|}\sqrt{\frac n2}.$$

For $\gamma=-\tfrac12$ and $\kappa=2$, $\cos\theta=-\tfrac12$ and $|\sin\theta|=0.866$. After 2000 steps the formula gives $2\sqrt{1000}/0.866=73$ times $\sigma$; a simulation of 4000 random sequences also gives 73. Stability bounds the response to one disturbance, while a continuing supply of noise still accumulates as $\sqrt n$.
